# Exact Frozen-Density Embedding as an Upper Bound to the Ground-State Energy

Consider \(N\) electrons in an external potential \(v\), in hartree atomic units, with Hamiltonian \(H=T+W+\sum_i v(\mathbf r_i)\), where \(T\) is the kinetic energy and \(W\) the Coulomb repulsion. An ensemble \(\Gamma\) is a weighted mixture of normalized \(N\)-electron states. The universal functional and the energy functional are

\[
F[n]=\inf_{\Gamma\to n}\mathrm{Tr}\,\Gamma(T+W),\qquad E_v[n]=F[n]+\int v\,n ,
\]

where \(\Gamma\to n\) means that \(\Gamma\) has density \(n\). The ground state \(\Psi_0\), with energy \(E_0\) and density \(n_0\), is assumed nondegenerate and separated by a gap \(\Delta>0\) from all other \(N\)-electron states, of any spin. Since \(H\) does not act on spin, this requires a singlet ground state and hence an even \(N\).

The density is divided into a frozen part \(n_B\ge0\) with \(N_B\) electrons and an active part \(n_A\) with \(N_A=N-N_B\ge1\) electrons. A density is called representable here if it is nonnegative, has the required integer number of electrons, and has finite \(\int|\nabla\sqrt n|^2\) and finite \(\int|v|n\). The frozen density is assumed representable, and \(n_A\) is varied over all representable densities.

The kinetic condition is the right one for orbitals. If \(n=\sum_i f_i|\varphi_i|^2\) with occupations \(f_i\ge0\), then \(\nabla n=2\,\mathrm{Re}\sum_i f_i\varphi_i^*\nabla\varphi_i\), and the Cauchy-Schwarz inequality gives \(|\nabla n|^2\le4n\sum_i f_i|\nabla\varphi_i|^2\). Since \(\nabla n=2\sqrt n\,\nabla\sqrt n\),

\[
\tfrac12\int|\nabla\sqrt n|^2\le\tfrac12\sum_i f_i\int|\nabla\varphi_i|^2 .
\]

A density for which the left side diverges therefore has no orbitals of finite kinetic energy. In particular, \(n_0\) satisfies the condition.

Conversely, every representable density has finite \(F\). Let \(\bar n(x)=\int n\,dy\,dz\) and \(\theta(x)=(2\pi/N)\int_{-\infty}^x\bar n(x')dx'\), and take the same-spin orbitals \(\varphi_k=\sqrt{n/N}\,e^{ik\theta}\), \(k=0,\dots,N-1\). They are orthonormal, because \(\bar n\,dx=(N/2\pi)\,d\theta\) turns their overlaps into \((2\pi)^{-1}\int_0^{2\pi}e^{i(l-k)\theta}d\theta=\delta_{kl}\). Their determinant has density \(n\) and kinetic energy

\[
\tfrac12\int|\nabla\sqrt n|^2+\frac{1}{2N}\sum_k k^2\Big(\frac{2\pi}{N}\Big)^2\int\bar n^3dx .
\]

The last integral is finite, since \(\bar n\le\int|\bar n'|dx\le2\int\sqrt n\,|\partial_x\sqrt n|\le2\sqrt N\,\|\nabla\sqrt n\|\) is bounded. The repulsion is finite as well: from \(\nabla\cdot\hat{\mathbf r}=2/r\) and integration by parts, \(2\int|f|^2/r=-\int\hat{\mathbf r}\cdot\nabla|f|^2\le2\|f\|\|\nabla f\|\), which applies to each pair of electrons with \(\mathbf r\) their separation.

In subsystem language, let \(T_s\) be the noninteracting kinetic energy, \(J\) the Hartree energy and \(E_{xc}\) the exchange-correlation energy, so that \(F=T_s+J+E_{xc}\). The nonadditive kinetic functional is

\[
T_{\rm nad}[n_A,n_B]=T_s[n_A+n_B]-T_s[n_A]-T_s[n_B].
\]

The embedding energy is assembled as

\[
T_s[n_A]+T_s[n_B]+T_{\rm nad}[n_A,n_B]+(J+E_{xc})[n_A+n_B]+\int v(n_A+n_B).
\]

If all functionals are exact, the subsystem kinetic energies cancel and the sum is \(E_v[n_A+n_B]\). The cancellation needs finite \(T_s[n_A]\) and \(T_s[n_B]\); otherwise the expression contains \(\infty-\infty\). Exact frozen-density embedding is thus the problem

\[
E_{\rm emb}[n_B]=\inf_{n_A}E_v[n_A+n_B].
\]

The claim that this is an upper bound, reached only if \(n_B\) nowhere exceeds \(n_0\) and the difference is representable, holds when "reached" means that some admissible \(n_A\) has energy \(E_0\). The infimum behaves differently, and the full statement has three parts:

(a) \(E_{\rm emb}\ge E_0\).

(b) An admissible \(n_A\) with energy \(E_0\) exists if and only if \(n_B\le n_0\) almost everywhere and \(n_0-n_B\) is representable.

(c) The infimum equals \(E_0\) if and only if \(n_B\le n_0\) almost everywhere. Otherwise

\[
E_{\rm emb}\ge E_0+\Delta\Big(\frac XN\Big)^2,\qquad X=\int(n_B-n_0)_+ ,
\]

where \((f)_+=\max(f,0)\). The number \(X\) is the amount of frozen charge in excess of the exact density.

Part (a) is the variational principle. The sum \(n_A+n_B\) integrates to \(N\), and any ensemble with this density has energy at least \(E_0\). Taking the infimum over such ensembles gives \(E_v[n_A+n_B]\ge E_0\), and the infimum over \(n_A\) keeps the inequality.

The other parts need to know how far a density can lie from \(n_0\) when its energy is close to \(E_0\). The required estimate, for any \(N\)-electron density \(n\) of finite energy, is

\[
\int(n-n_0)_+\le N\sqrt{\frac{E_v[n]-E_0}{\Delta}}. \tag{1}
\]

To prove it, let \(\Gamma\) have density \(n\) and energy \(E\), and let \(p=\langle\Psi_0|\Gamma|\Psi_0\rangle\) be its ground-state weight. The remaining weight \(1-p\) lies at energies of at least \(E_0+\Delta\), so

\[
E\ge pE_0+(1-p)(E_0+\Delta)=E_0+\Delta(1-p). \tag{2}
\]

Next, let \(S\) be the region where \(n>n_0\), and let \(M\) count the electrons in \(S\). Its expectation values lie between \(0\) and \(N\), and \(\int(n-n_0)_+\) is the difference between its values in \(\Gamma\) and in \(\Psi_0\). Take first one member \(\Phi\) of the mixture. With a suitable phase, \(\Phi=a\Psi_0+b\chi\), where \(\chi\) is normalized and orthogonal to \(\Psi_0\), \(a,b\ge0\) and \(a^2+b^2=1\). In the basis \((\Psi_0,\chi)\),

\[
|\Phi\rangle\langle\Phi|-|\Psi_0\rangle\langle\Psi_0|=\begin{pmatrix}a^2-1&ab\\ab&b^2\end{pmatrix}=\begin{pmatrix}-b^2&ab\\ab&b^2\end{pmatrix}.
\]

The trace is zero and the determinant is \(-b^4-a^2b^2=-b^2\), so the eigenvalues are \(\pm b\). With eigenvectors \(u_\pm\),

\[
\langle\Phi|M|\Phi\rangle-\langle\Psi_0|M|\Psi_0\rangle=b\big(\langle u_+|M|u_+\rangle-\langle u_-|M|u_-\rangle\big)\le bN .
\]

For a mixture with weights \(w_k\), the bound becomes \(N\sum_k w_kb_k\). By the Cauchy-Schwarz inequality this is at most \(N(\sum_kw_kb_k^2)^{1/2}=N\sqrt{1-p}\). Hence

\[
\int(n-n_0)_+\le N\sqrt{1-p}. \tag{3}
\]

Inserting \(1-p\le(E-E_0)/\Delta\) from (2), and letting \(E\) approach \(E_v[n]\) through a sequence of ensembles, gives (1).

Part (b) now follows. If an admissible \(n_A\) has energy \(E_0\), the density \(n=n_A+n_B\) makes the right side of (1) vanish, so \(n\le n_0\) almost everywhere. Both densities integrate to \(N\), so \(n=n_0\), and therefore \(n_A=n_0-n_B\). Being admissible, this difference is nonnegative and representable. Conversely, if the difference is representable it may be inserted as \(n_A\), and the energy is \(E_v[n_0]=E_0\).

The argument also applies if \(n_A\) is restricted to a smaller class: the value \(E_0\) is attained if and only if \(n_0-n_B\) belongs to that class. This matters when \(n_A\) is sought from Kohn-Sham-like equations with a local embedding potential, because \(n_A\) must then be a noninteracting ground-state density of such a potential. For one active electron with a positive, smooth density, inverting the Schrödinger equation supplies the potential, \(\nabla^2\sqrt{n_A}/(2\sqrt{n_A})\) plus a constant. In one dimension, a density that behaves as \(x^2\) at an interior zero is still representable in the present sense, since \(\sqrt{n_A}\) behaves as \(|x|\). No bounded local potential has it as a ground-state density: the ground-state orbital can be chosen nonnegative, so at a zero its slope would vanish too, and a solution of the Schrödinger equation with zero value and zero slope vanishes everywhere.

The strict inequality in (c) uses the fact that the active density cannot be negative. Every admissible total density satisfies \(n\ge n_B\), hence \((n-n_0)_+\ge(n_B-n_0)_+\). Integration and (1) give

\[
X\le N\sqrt{\frac{E_v[n]-E_0}{\Delta}},
\]

and squaring yields \(E_v[n]\ge E_0+\Delta(X/N)^2\) for every admissible \(n\), hence for the infimum. Physically, the active subsystem can add charge but cannot remove it. Where the frozen density is too large, no embedding potential, however accurate, repairs the error.

It remains to show that the infimum is \(E_0\) whenever \(d=n_0-n_B\ge0\), even if \(d\) is not representable. For \(0<\delta<1\), mix a little of the full density into the active one:

\[
n_A^\delta=(1-\delta)d+\delta\frac{N_A}{N}n_0 .
\]

Its integral is \((1-\delta)N_A+\delta N_A=N_A\). To see that it is representable, write \(n_A^\delta=a_\delta n_0-(1-\delta)n_B\) with \(a_\delta=1-\delta N_B/N\le1\). Then

\[
\nabla n_A^\delta=2a_\delta\sqrt{n_0}\,\nabla\sqrt{n_0}-2(1-\delta)\sqrt{n_B}\,\nabla\sqrt{n_B},
\]

and since \(\sqrt{n_B}\le\sqrt{n_0}\), its magnitude is at most \(2\sqrt{n_0}\,(|\nabla\sqrt{n_0}|+|\nabla\sqrt{n_B}|)\). Because \(n_A^\delta\ge\delta(N_A/N)n_0\),

\[
|\nabla\sqrt{n_A^\delta}|^2=\frac{|\nabla n_A^\delta|^2}{4n_A^\delta}\le\frac{N}{\delta N_A}\big(|\nabla\sqrt{n_0}|+|\nabla\sqrt{n_B}|\big)^2\le\frac{2N}{\delta N_A}\big(|\nabla\sqrt{n_0}|^2+|\nabla\sqrt{n_B}|^2\big).
\]

The integral is finite for every \(\delta>0\), although the bound grows as \(\delta\to0\). The potential energy is finite because \(n_A^\delta\le n_0\). The total density is

\[
n_B+n_A^\delta=n_0-\delta d+\delta\frac{N_A}{N}n_0=(1-\delta)n_0+\delta m,\qquad m=n_B+\frac{N_A}{N}n_0 ,
\]

where the last step uses \(n_0-d=n_B\). The density \(m\) holds \(N_B+N_A=N\) electrons. It is representable, because the Cauchy-Schwarz inequality gives \(|\nabla\sqrt m|^2\le|\nabla\sqrt{n_B}|^2+(N_A/N)|\nabla\sqrt{n_0}|^2\), so \(E_v[m]\) is finite.

The functional \(F\) is convex: mixing ensembles for two densities with weights \(1-\delta\) and \(\delta\) gives an ensemble for the mixed density, with the mixed energy. Therefore

\[
E_0\le E_v[n_B+n_A^\delta]\le E_0+\delta\,(E_v[m]-E_0)\;\to\;E_0\qquad(\delta\to0). \tag{4}
\]

This completes the proof of (c). If representability alone fails, \(E_0\) is approached as closely as desired without being attained.

The same mixing works with any representable \(N\)-electron density \(n\ge n_B\) in place of \(n_0\), and shows that

\[
E_{\rm emb}[n_B]=\inf\{E_v[n]:\ n\ge n_B\}. \tag{5}
\]

At the level of the infimum, the frozen density acts as a floor under the total density and in no other way.

Two assumptions limit these results. If the ground state is degenerate, (a) is unchanged, and the mixing argument still gives \(E_{\rm emb}=E_0\) when \(n_B\) lies below the density of some ground-state ensemble; the converse was proved here for a nondegenerate state. If the nonadditive kinetic functional is approximated, the energy at each \(n_A\) changes by the error \(\tilde T_{\rm nad}-T_{\rm nad}\). A sufficiently negative error can outweigh the penalty, and the upper bound is then no longer guaranteed.

A one-dimensional model in which the exact functional is accessible shows the sizes involved. Two electrons move in \(v(x)=-1/\sqrt{(x-1)^2+1}-1/\sqrt{(x+1)^2+1}\) and repel each other by \(1/\sqrt{(x_1-x_2)^2+1}\). The nuclei are 2 bohr apart, there are hard walls at \(\pm7\) bohr, and \(N_A=N_B=1\). On a grid of spacing 0.25 bohr the electronic energy is \(E_0=-1.8897\) hartree; half the spacing gives \(-1.8892\) hartree. The energies, densities and charges below belong to the coarser grid model. On a converged grid with the same walls, the gap moves from 0.1913 to 0.1921 hartree, the largest value of \(n_0\) from 0.5455 to 0.546 per bohr, and that of the free-atom density from 0.408 to 0.406 per bohr. The excess charges \(X\) of the two Gaussians move from 0.237 and 0.394 to 0.240 and 0.393, and the gap bound of the wider one from 0.0027 to 0.0028 hartree. Parts (a) and the gap bound hold for that model as they stand, since their proofs use only the spectrum of \(H\), the counting of electrons and \(n_A\ge0\).

The infimum (5) is enclosed from both sides. For any multiplier function \(\lambda\ge0\) and any \(n\ge n_B\),

\[
E_v[n]\ge E_v[n]-\int\lambda(n-n_B)=E_{v-\lambda}[n]+\int\lambda n_B\ge E_0[v-\lambda]+\int\lambda n_B ,
\]

where \(E_0[v-\lambda]\) is the ground-state energy in the potential \(v-\lambda\). Maximizing the right side over \(\lambda\) gives a lower bound to \(E_{\rm emb}\), and an explicit ensemble with \(n\ge n_B\) gives an upper bound. In all five cases considered, the two agree to the seven decimals printed.

The first frozen density is a smooth share of the exact one, \(n_B=n_0/(1+e^{-2x})\). By reflection symmetry it holds one electron. Its complement \(n_0/(1+e^{2x})\) is positive and has a kinetic energy of 0.130 hartree. The penalty \(E_{\rm emb}-E_0\) vanishes to the printed accuracy, as (b) requires.

Three further densities are centred on the nucleus at \(x=1\) bohr: that of a free one-electron atom, and Gaussians with standard deviations of 0.50 and 0.35 bohr. With \(\Delta=0.1913\) hartree, the bound for the wider Gaussian is

\[
\Delta\Big(\frac X2\Big)^2=0.1913\times\Big(\frac{0.2373}{2}\Big)^2=0.1913\times0.01408=0.0027\ \text{hartree}.
\]

| \(n_B\) | \(X\) (electrons) | Penalty (hartree) | Gap bound (hartree) |
|---|---:|---:|---:|
| Free atom | 0.039 | 0.0013 | 0.00007 |
| Gaussian, 0.50 bohr | 0.237 | 0.077 | 0.0027 |
| Gaussian, 0.35 bohr | 0.394 | 0.248 | 0.0074 |

The free atom shows that a physically natural choice can violate \(n_B\le n_0\). Its largest value, 0.408 per bohr, is well below the largest value of \(n_0\), 0.5455 per bohr, yet 0.039 electrons are in excess. Comparing maxima is therefore not enough; the condition is pointwise. All penalties in the table are values of the grid model, not continuum values. This matters most for the narrowest Gaussian, whose width is only 1.4 grid spacings.

The gap bound proves that a penalty exists but does not estimate it. For the wider Gaussian the penalty is about 29 times the bound, and the loss is shared between the step \(X\le N\sqrt{1-p}\), which combines \(X\le\int(n-n_0)_+\) with (3), and inequality (2). The optimized state has \(1-p=0.0765\), which is 5.4 times \((X/2)^2=0.0141\). Its energy excess of 0.0769 hartree is 5.2 times \(\Delta(1-p)=0.0146\) hartree. Part of the second factor comes from symmetry. The first excited level is odd under exchange of the electron positions, hence a triplet, whereas the optimized state is even and has no weight on it. The lost weight therefore lies at higher levels than the gap \(\Delta\) assumes.

The last frozen density isolates the failure of representability. Take \(n_B=n_0(1-\tanh\kappa|x|)\), with \(\kappa=0.6035\) per bohr fixed by requiring that \(n_B\) hold one electron on the grid. With the interpolated density used below, the cusp makes this charge differ slightly from one; the growth laws depend only on the slope at the zero and are unaffected. It nowhere exceeds \(n_0\), but the difference \(d=n_0\tanh\kappa|x|\) vanishes linearly at the midpoint, \(d\approx s|x|\), with \(s=\kappa n_0(0)=0.6035\times0.5455=0.329\) per bohr\(^2\). For one electron the kinetic energy is \(\tfrac12\int(\partial_x\sqrt d)^2dx=\int d'^2/(8d)\,dx\). Near the zero the integrand is \(s/(8|x|)\). Leaving out \(|x|<\eta\) and adding both sides gives

\[
2\int_\eta\frac{s}{8x}\,dx=\frac s4\ln\frac1\eta+\text{const},
\]

which diverges as \(\eta\to0\). The mixed density has a positive floor instead, \(n_A^\delta\approx(1-\delta)s|x|+\delta n_0(0)/2\), so near the midpoint, up to a fixed distance \(\ell\), it contributes

\[
2\int_0^{\ell}\frac{(1-\delta)^2s^2\,dx}{8[(1-\delta)sx+\delta n_0(0)/2]}=\frac{(1-\delta)s}{4}\ln\!\Big(1+\frac{2(1-\delta)s\ell}{\delta n_0(0)}\Big)\simeq\frac s4\ln\frac1\delta+\text{const}.
\]

Between \(10^{-4}\) and \(10^{-8}\), in \(\eta\) (bohr) or in \(\delta\), both should grow by \((0.3292/4)\ln10^4=0.758\) hartree. Quadrature with an interpolated \(n_0\) gives 0.758 hartree for each. The third digit belongs to the coarse grid: with a converged \(n_0\), \(\kappa=0.600\) per bohr, \(s=0.328\) per bohr\(^2\), and the growth is 0.755 hartree.

Meanwhile the total energy approaches \(E_0\). An explicit state with density \(m=n_B+n_0/2\) lies 0.0668 hartree above \(E_0\) on the grid (0.0666 hartree when converged), so mixing it with the ground state as in (4) gives an excess of at most \(0.0668\,\delta\) hartree: 0.0067 hartree at \(\delta=0.1\) and 0.00067 hartree at \(\delta=0.01\). The growing \(T_s[n_A^\delta]\) is cancelled in the total by \(T_{\rm nad}\), which contains \(-T_s[n_A^\delta]\). In the continuum the limit itself has no finite subsystem kinetic energy and is not an admissible embedding solution. On a fixed grid this distinction disappears, because every nonnegative density has finite kinetic energy there, which is why the divergence was examined with the interpolated density. The numerical check asserts the variational bound and the gap bound for the five frozen densities, the bound on the kinetic energy of \(n_A^\delta\), and the two growth laws. The excess \(0.0668\,\delta\) is by construction the energy of the mixed ensemble above \(E_0\), and the program checks that this ensemble has density \(n_B+n_A^\delta\).

## Numbers as computed

```
nuclear separation 2.0 bohr, walls at +-7.0 bohr, grid spacing 0.250 bohr
E_0 (electronic) = -1.889677 hartree
E_0 with half the spacing = -1.889213 hartree
gap to first excited level = 0.191342 hartree, exchange parity of that level = -1.000
largest n_0 = 0.5455 per bohr, n_0 at midpoint = 0.5455 per bohr
[smooth share] largest n_B = 0.4208 per bohr, X = 0.000000 electrons
   E_emb - E_0 between 0.0000000 and 0.0000000 hartree
   gap bound = 0.0000000 hartree, 1 - p = 0.0000000, (X/N)^2 = 0.0000000
[cusped share] largest n_B = 0.5455 per bohr, X = 0.000000 electrons
   E_emb - E_0 between 0.0000000 and 0.0000000 hartree
   gap bound = 0.0000000 hartree, 1 - p = 0.0000000, (X/N)^2 = 0.0000000
[free atom] largest n_B = 0.4084 per bohr, X = 0.039205 electrons
   E_emb - E_0 between 0.0012893 and 0.0012893 hartree
   gap bound = 0.0000735 hartree, 1 - p = 0.0025250, (X/N)^2 = 0.0003843
[Gaussian 0.50] largest n_B = 0.7979 per bohr, X = 0.237332 electrons
   E_emb - E_0 between 0.0768714 and 0.0768714 hartree
   gap bound = 0.0026944 hartree, 1 - p = 0.0765462, (X/N)^2 = 0.0140816
[Gaussian 0.35] largest n_B = 1.1398 per bohr, X = 0.394075 electrons
   E_emb - E_0 between 0.2478640 and 0.2478640 hartree
   gap bound = 0.0074286 hartree, 1 - p = 0.2137126, (X/N)^2 = 0.0388238
cusped share: kappa = 0.60351 per bohr
energy of explicit state with density m, above E_0 = 0.066806 hartree
   delta = 1e-01: ensemble energy above E_0 = 0.0066806 hartree
   delta = 1e-02: ensemble energy above E_0 = 0.0006681 hartree
   delta = 1e-03: ensemble energy above E_0 = 0.0000668 hartree
kinetic energy of n_0 - n_B, smooth share = 0.13035 hartree
cusped share: slope s of n_0 - n_B at its zero = 0.32921 per bohr^2
   kinetic energy of n_0 - n_B outside |x| < 1e-02 bohr = 0.41517 hartree
   kinetic energy of n_0 - n_B outside |x| < 1e-04 bohr = 0.79419 hartree
   kinetic energy of n_0 - n_B outside |x| < 1e-08 bohr = 1.55223 hartree
   kinetic energy of mixed n_A, delta = 1e-01: 0.22445 hartree
   kinetic energy of mixed n_A, delta = 1e-02: 0.42713 hartree
   kinetic energy of mixed n_A, delta = 1e-04: 0.80960 hartree
   kinetic energy of mixed n_A, delta = 1e-08: 1.56771 hartree
growth from 1e-4 to 1e-8: cut 0.75804, mixed 0.75811, (s/4) ln(10^4) = 0.75804 hartree
(1/2) int |grad sqrt n|^2: n_0 0.13924, cusped n_B 0.17867 hartree
```
